Scale length of a symmetric double-gate transistor with two dielectrics

**Four insulators that should be equivalent**

A semiconductor film 6 nm thick, of relative permittivity 16, lies between two identical gate insulators. Take four insulators with the same ratio of thickness to relative permittivity, 0.2 nm, and hence the same capacitance per area. The length over which source and drain potentials die out along the channel is then:

thickness 1 nm, permittivity 5: 3.61 nm
thickness 2 nm, permittivity 10: 3.71 nm
thickness 4 nm, permittivity 20: 4.17 nm
thickness 8 nm, permittivity 40: 5.92 nm

A parabolic potential in the film, joined to a linear drop in the insulator, gives 3.755 nm in all four cases. Equal capacitance therefore does not mean equal control of the channel. The eigenvalue equation derived here gives the first set of numbers and shows where the difference arises.

**The boundary-value problem**

Let x run along the channel and y across it, with y = 0 at the film centre. The film has thickness t_s = 2a and permittivity ε_s. Each insulator has thickness t and permittivity ε_i. The gates lie at y = ±b, where b = a + t. Both carry the same effective potential V_g, which includes the work-function difference, and they cover the whole channel length L.

The layers are uniform along x. Mobile charge is neglected, which restricts the result to operation below threshold. Fixed charge ρ(y) may be present if it does not vary with x. In SI units

∇·(ε∇φ) = −ρ(y).

Far from both ends the potential is φ_∞(y), which satisfies

d/dy(ε dφ_∞/dy) = −ρ(y), φ_∞(±b) = V_g.

Define the deviation as u(x,y) = φ_∞(y) − φ(x,y). With this sign, u is positive at the source and drain of a p-channel device. Subtracting the two equations removes the charge:

∇·(ε∇u) = 0, u(x,±b) = 0.

At y = ±a, both u and ε ∂u/∂y are continuous. Fixed interface charge that is uniform along x is also absorbed in φ_∞.

**Separation and the nature of the modes**

Put u = X(x)f(y). Within each layer

X″/X = −(εf′)′/(εf) = k².

The constant k² is the same in film and insulator. Continuity of u at every x makes the two functions X proportional when f(a) ≠ 0. If f(a) = 0, continuity of εf′ does the same. Hence

(εf′)′ + k²εf = 0, f(±b) = 0.

Multiply by the complex conjugate f* and integrate over −b < y < b. One integration by parts, with vanishing boundary terms, gives

k² ∫ε|f|² dy = ∫ε|f′|² dy.

The right side is positive, because a constant f would have to be zero. So k² is real and positive, and X is a combination of exp(kx) and exp(−kx).

For two modes m and n, multiply each equation by the other function, subtract and integrate:

(k_n² − k_m²) ∫εf_m f_n dy = [ε(f_n f_m′ − f_m f_n′)] between −b and b = 0.

Different modes are therefore orthogonal with weight ε. By the Sturm–Liouville theorem they form a complete set. The potentials on the end planes fix the amplitudes of the modes, but not the values of k.

**The eigenvalue equation**

If the gates are equal and both the fixed charge and the end potentials are even in y, only even modes are excited. In the film f = cos(ky). In the upper insulator, the solution that vanishes at the gate is

f = B sin[k(b − y)].

At y = a the argument is kt. Continuity of f gives

cos(ka) = B sin(kt). (1)

The derivatives are −k sin(ka) and −kB cos(kt), so continuity of εf′ gives

ε_s sin(ka) = ε_i B cos(kt). (2)

Multiply (1) by ε_i cos(kt) and (2) by sin(kt). Both then contain ε_i B sin(kt) cos(kt), so

ε_s sin(ka) sin(kt) = ε_i cos(ka) cos(kt). (3)

Conversely, each root of (3) gives a mode, with

B = cos(ka) sin(kt) + (ε_s/ε_i) sin(ka) cos(kt).

Multiplying this B by sin(kt) or cos(kt) and using (3) restores (1) or (2).

When neither cosine vanishes, division gives the tangent form

tan(kt) tan(kt_s/2) = ε_i/ε_s. (4)

Both tangents rise from zero with k. Their product passes once through every positive value before the first of them diverges, at the smaller of π/(2a) and π/(2t). The smallest root k₁ lies there. The scale length is the 1/e decay length, Λ = 1/k₁; another convention uses π/k₁. It follows that

Λ > max(t_s, 2t)/π. (5)

Higher modes need form (3), because (4) misses a mode for which one cosine and the sine of the other angle vanish together.

**Locating every root**

Write the products in (3) as sums:

sin(ka) sin(kt) = ½{cos[k(a−t)] − cos(kb)},
cos(ka) cos(kt) = ½{cos[k(a−t)] + cos(kb)}.

Collecting terms gives

F(k) = cos(kb) − γ cos[k(a−t)] = 0, γ = (ε_s − ε_i)/(ε_s + ε_i).

Since |γ| < 1, F has the sign of cos(kb) at kb = mπ. Each interval (n−1)π < kb < nπ thus contains at least one root.

It contains just one. Suppose F and F′ vanished together. Then cos(kb) = γ cos[k(a−t)] and sin(kb) = γ[(a−t)/b] sin[k(a−t)]. Squaring and adding would give 1 ≤ γ², because |a−t| < b. This is impossible, so roots cannot merge or split as γ is varied, nor can they cross the interval ends. At γ = 0 there is one root per interval, and this number persists.

Unequal gates, or end potentials or fixed charge that are not even in y, can also excite odd modes. With f = sin(ky) in the film, the conditions are sin(ka) = B sin(kt) and ε_s cos(ka) = −ε_i B cos(kt). Eliminating B gives

ε_s cos(ka) sin(kt) + ε_i sin(ka) cos(kt) = 0.

**Three limits**

For equal permittivities γ = 0 and k₁b = π/2, so

Λ = (t_s + 2t)/π.

The film and insulators then act as one dielectric slab between the gates.

For r = ε_i/ε_s → 0 at fixed thicknesses, k₁ is small. With tan z = z + z³/3 + …, equation (4) becomes

k²at[1 + k²(a² + t²)/3 + …] = r.

Divide by k²r, and use k² ≈ r/(at) in the correction:

Λ² = at/r + (a² + t²)/3 + O(r)
 = ε_s t_s t/(2ε_i) + t_s²/12 + t²/3 + O(r). (6)

For r → ∞ at fixed thicknesses, the product of tangents must diverge, and Λ approaches max(t_s, 2t)/π. Raising the insulator permittivity without thinning the insulator cannot take Λ below this limit.

**What the parabola leaves out**

Suppose instead that u = c(x) + s(x)y² in the film, with a linear drop in the insulator. Continuity of the normal displacement at y = a requires

2ε_s a s = −ε_i(c + a²s)/t.

Solving for s gives

s = −c/(2at/r + a²).

Laplace's equation at the film centre is c″ + 2s = 0. Hence c″ = c/Λ_p², with

Λ_p² = at/r + a²/2 = ε_s t_s t/(2ε_i) + t_s²/8. (7)

The insulator enters (7) through t/ε_i alone, which explains the constant 3.755 nm.

The two approximations can be separated. Keep the cosine in the film but the linear drop in the insulator. The flux condition is then ε_s k sin(ka) = ε_i cos(ka)/t, or

kt tan(ka) = r. (8)

This also depends on the insulator through t/ε_i alone. The whole variation in the opening list therefore comes from what (8) omits, namely the lateral field in the insulator. Since tan(kt) > kt below the first pole, restoring that field lowers k₁ and lengthens Λ.

For the 4 nm insulator, (8) gives 3.57 nm, the parabola 3.755 nm and the full equation 4.17 nm. The linear drop makes the length too short, and the parabola in the film cancels part of that error. Comparing (6) with (7) for small r,

Λ² − Λ_p² → t²/3 − a²/6.

The errors cancel at t = a/√2, which is 2.1 nm for this film. The opening list has larger r, but its sign change also falls between 2 and 4 nm. The parabolic length is 4% too long for the 1 nm insulator and 37% too short for the 8 nm one, relative to the full value.

**Amplitudes of the modes**

Let the end planes carry u = U_s g(y) at the source and U_d g(y) at the drain. Here U_d = U_s + V_d, and V_d is the magnitude of the drain bias. Take g = 1 in the film and g = (b − |y|)/t in the insulators. This suits an undoped film, for which φ_∞ = V_g.

Orthogonality gives A_n = ∫εf_n g dy / ∫εf_n² dy. The numerator is

2ε_s sin(ka)/k + 2ε_i B[−cos(kt)/k + sin(kt)/(k²t)].

By (2) the first two terms cancel. By (1) the last is 2ε_i cos(ka)/(k²t). The denominator is

ε_s[a + sin(ka)cos(ka)/k] + ε_i B²[t − sin(kt)cos(kt)/k].

The product of (1) and (2) cancels the trigonometric terms, leaving ε_s a + ε_i B²t. Thus, with k = k_n and B = B_n,

A_n = 2ε_i cos(ka)/[k²t(ε_s a + ε_i B²t)]. (9)

On the centre line the lowest mode contributes

u = {P sinh[k₁(L−x)] + D sinh(k₁x)}/sinh(k₁L), P = A₁U_s, D = A₁U_d.

Written as αexp(k₁x) + βexp(−k₁x), it has

α = [D − P exp(−k₁L)]/[2 sinh(k₁L)],
β = [P exp(k₁L) − D]/[2 sinh(k₁L)].

The minimum is 2√(αβ), so

u_min = √[2PD cosh(k₁L) − P² − D²]/sinh(k₁L). (10)

It lies inside the channel if D < P cosh(k₁L), for D ≥ P. For L ≫ Λ it tends to 2√(PD) exp(−L/2Λ). The factor 2 in the exponent appears because the barrier top lies near mid-channel. The hole barrier, measured from the source band edge, is q(U_s − u_min).

**A germanium p-channel transistor**

Take t_s = 6 nm, t = 4 nm, L = 25 nm, relative permittivities 16 and 20, U_s = 0.50 V, V_d = 0.30 V and 300 K. Solving (4) numerically gives k₁ = 0.2399 nm⁻¹. The angles are k₁a = 0.7195 and k₁t = 0.9594, and

0.8763 × 1.4265 = 1.250 = 20/16.

Thus Λ = 4.17 nm, or 4.17 × 10⁻⁹ m. The next even mode decays over 1.51 nm and the lowest odd mode over 2.26 nm. In the insulator the normal field of the lowest mode varies as cos[k₁(b−y)]. It is 1/cos(0.9594) = 1.74 times larger at the gate than at the film, where a linear drop would make the two equal.

From (1), B = 0.7521/sin(0.9594) = 0.9185. Equation (9) then gives

A₁ = 2 × 20 × 0.7521/[0.2399² × 4 × (16 × 3 + 20 × 0.9185² × 4)] = 1.13.

An amplitude above one is no contradiction: other modes, beginning with A₂ = −0.09, restore the end potential.

Equation (10) gives u_min = 71 mV and a barrier of 0.43 eV. A finite-volume solution of the same two-dimensional problem also gives 71 mV. With the parabolic length and the same A₁, the result would be 51 mV. At V_d = 0.05 V the full length gives 59.1 mV, so the drain-induced barrier lowering is

(71.23 − 59.08) mV/0.25 V ≈ 49 mV/V.

**The model beside a real device**

The permittivities are rough values for germanium and hafnium oxide. The 4 nm insulator is thick for a strongly scaled transistor, and the 0.30 V drain bias is low. The estimates below use rough inputs and change one thing at a time.

A real gate stack often has a thin interfacial layer. Adding 0.5 nm of relative permittivity 6 on each side, and solving the layered eigenproblem numerically, raises Λ to 4.6 nm, by 10%. The insulator end potential is also uncertain. Setting it to the gate potential or to the film-end potential changes A₁ to 0.76 or 1.33. These are two trial profiles, not bounds.

Real contacts are not equipotential planes. For a doping of 10²⁰ cm⁻³, the lowest-mode end fields A₁U_s k₁ and A₁U_d k₁ imply depletion widths ε_sF/(qN) of 1.2 nm in the source and 1.9 nm in the drain, where F is the field and N the doping. Lengthening the channel by their sum lowers u_min from 71 to 49 mV. This rough estimate contains opposing errors. The lowest-mode fields, 0.14 and 0.22 V/nm, exceed the end fields from all modes averaged over the film, about 0.11 and 0.18 V/nm. But the contacts are degenerate and the source is only partly depleted, so the potential drop exceeds the half of field times width that an abrupt depletion layer would give. At the lowest-mode fields, with the hole mass given below, it is 0.17 V in the source against 0.08 V, and 0.30 V in the drain against 0.21 V. A self-consistent two-dimensional solution, with the contacts continuing the film and holes kept inside them, gives u_min of about 52 mV and a drain-induced barrier lowering of about 35 mV/V. Holes also enter the channel ends. With a density-of-states mass of 0.35 free-electron masses, the contact Fermi level lies 0.22 eV inside the valence band. The calculated band edge stays within the occupied range for 2.9 nm at the source and 1.7 nm at the drain. These lengths ignore confinement; adding the 52 meV found below, measured from an unconfined contact, shortens them to 2.1 and 1.25 nm. This positive charge also lowers u; in the self-consistent solution, without confinement, it takes u_min from about 52 to about 51 mV. Near the contacts the neglect of mobile charge is therefore poor.

At the barrier top it is good. Boltzmann statistics with the bulk density of states give about 2 × 10¹⁵ holes per cm³ (confinement lowers this by a factor between about 2.5 and 40, depending on the masses), and that density throughout the film would shift the centre potential by 0.03 mV. Confinement, for hard walls, a mass of 0.20 and a potential that is flat across the film, adds 52 meV. In a film of uniform thickness this part of the shift is the same all along the channel. The bending of the potential across the film adds a smaller part that varies along x. Neither part enters (4), which contains no mobile charge.

The current needs more than the barrier height. A semiclassical tunnelling estimate with a transport mass of 0.06 gives a hole flux through the barrier equal to 0.85 of the classical flux over it. This is on the high side, because the estimate assumes full transmission at the barrier top, where a wave is partly reflected. Band-to-band tunnelling is less pressing at this bias: with a gap of 0.66 eV, the channel conduction edge at the barrier top lies 0.16 eV above the drain Fermi level. At the drain end plane the assumed insulator field is 0.80 V/4 nm = 2.0 MV/cm.

These corrections leave the derivation intact, but they limit the use of its numbers. Equation (4) gives the decay length of the ideal two-dielectric stack; the barrier and current also depend on the contacts, and the current on tunnelling.
